# The small-q part of the GW gap and its mesh error, part 2

The GW self-energy $\Sigma$ of a crystal contains an integral over momentum transfer $\mathbf q$, computed as a sum over $N_k$ mesh points. The term at $\mathbf q=0$ is infinite and is often left out. The question is what error this causes in the gap.

Hartree atomic units are used. The crystal is a cubic insulator with cell volume $\Omega$, electronic dielectric constant $\epsilon_\infty$ and reciprocal lattice vectors $\mathbf K$. The gap is the self-energy difference between the lowest empty state $c$ and the highest occupied state $v$, each taken at its own pole energy. It is the integral of $g(\mathbf q)$ over $d^3q/(2\pi)^3$. As an interaction, $v=4\pi/q^2$ is the bare Coulomb term. Near $\mathbf q=0$,

$$g(\mathbf q)=\frac{4\pi}{\epsilon_\infty q^2}+g_0+\dots$$

and a sphere of radius $q_0$ contributes

$$\Delta(q_0)=\frac{2q_0}{\pi\epsilon_\infty}+\frac{g_0q_0^3}{6\pi^2}+\dots$$

The polarization part of the screened interaction, at frequency $\omega$, has the spectral form

$$W_c(\omega)=v\int d\nu\,B(\nu)\,\frac{2\nu}{\omega^2-\nu^2},$$

where $\nu$ runs over excitation energies. Let $d$ be the evaluation energy minus the energy of the intermediate state. With unit weight, the polarization part of the self-energy is

$$\frac{\Sigma_c^{\rm pol}}v=\int d\nu\,\frac{B(\nu)}{d+\nu}\ (\text{occupied}),\qquad
\frac{\Sigma_c^{\rm pol}}v=\int d\nu\,\frac{B(\nu)}{d-\nu}\ (\text{empty}).$$

An occupied intermediate state has the additional exchange term $-1$ in $\Sigma/v$. These expressions are multiplied by squared overlaps: the intraband weight is $1-O(q^2)$ and the interband weight is $O(q^2)$.

The singular $\mathbf K=0$ part is called the head. As $\mathbf q\to0$, its values are

$$\Sigma_{\rm occ}=-\frac v2\left(1+\frac1{\epsilon_\infty}\right),\qquad
\Sigma_{\rm emp}=-\frac v2\left(1-\frac1{\epsilon_\infty}\right).$$

The program checked them at $\epsilon_\infty=10$ with a two-oscillator dielectric function. First-order effects of the part of $d$ odd in $\mathbf q$ cancel between $\mathbf q$ and $-\mathbf q$.

### The estimate from one missing cell

Take a uniform mesh of $N_k$ points that includes $\mathbf q=0$, and define

$$V=N_k\Omega,\qquad L=V^{1/3}.$$

Each mesh point represents a cell of volume $(2\pi)^3/V$ in $\mathbf q$ space, so the integral is replaced by $V^{-1}\sum_{\mathbf q}g(\mathbf q)$. Replace the missing cell by a sphere of equal volume:

$$\frac{4\pi}3q_0^3=\frac{(2\pi)^3}V\quad\Rightarrow\quad q_0=\left(\frac{6\pi^2}{V}\right)^{1/3}.$$

Its contribution is

$$\frac{2q_0}{\pi\epsilon_\infty}=\frac{c_s}{\epsilon_\infty L},\qquad c_s=\frac2\pi(6\pi^2)^{1/3}=2.481 .$$

Since $L\propto N_k^{1/3}$, this is an error proportional to $N_k^{-1/3}$. The number of points counts the cells, but the omitted contribution is proportional to the linear size of one cell, because the factor $1/q^2$ cancels the $q^2$ of the volume element.

### Why this is not the whole error

The other cells are sampled at their centres, and $1/q^2$ is curved. Let $h\propto1/L$ be the mesh spacing, $\mathbf q_j$ the centre of a cell, and $\mathbf p$ the displacement from it. For a cell of cubic symmetry, the average of $1/q^2$ over the cell minus its central value is, to second order in $\mathbf p$,

$$\frac{\langle p^2\rangle}6\,\nabla^2\frac1{q^2}\bigg|_{\mathbf q_j}=\frac{\langle p^2\rangle}{3q_j^4}.$$

Here $\nabla^2q^{-2}=2q^{-4}$ was used, which follows from $\nabla^2q^s=s(s+1)q^{s-2}$ with $s=-2$. The difference is positive, so the sum is too small in these cells as well.

Now add up the cells. Each has a volume of order $h^3$ and $\langle p^2\rangle$ of order $h^2$, so its error is of order $h^5/q_j^4$. The number of cells in a shell is of order $q^2dq/h^3$, which gives a total of order

$$h^2\int_h^\infty\frac{dq}{q^2}\sim h .$$

This is the same order as the missing central cell. The near cells carry the largest individual errors, and for them the second-order expansion is only an estimate. The sum over the distant cells converges slowly: the part beyond a radius $q$ falls only as $1/q$. The coefficient requires the complete sum.

### The complete coefficient

Consider first a singular function with a Gaussian cutoff, and define $D(\beta)$ as its integral minus its mesh sum without $\mathbf q=0$. The integral is

$$\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi e^{-\beta q^2}}{q^2}=\frac2\pi\int_0^\infty dq\,e^{-\beta q^2}=\frac1{\sqrt{\pi\beta}},$$

and therefore

$$D(\beta)=\frac1{\sqrt{\pi\beta}}-\frac{4\pi}V\sum_{\mathbf q\ne0}\frac{e^{-\beta q^2}}{q^2}.$$

The mesh points here run over all of $\mathbf q$ space. They form the reciprocal lattice of a supercell of volume $V$ with lattice vectors $\mathbf R$. Differentiation removes the factor $1/q^2$:

$$\frac{dD}{d\beta}=-\frac1{2\sqrt\pi\,\beta^{3/2}}+\frac{4\pi}V\left(\sum_{\mathbf q}e^{-\beta q^2}-1\right).$$

The $-1$ takes out the term $\mathbf q=0$, which the full sum includes. Poisson summation gives

$$\frac1V\sum_{\mathbf q}e^{-\beta q^2}=\sum_{\mathbf R}\int\frac{d^3q}{(2\pi)^3}\,e^{-\beta q^2+i\mathbf q\cdot\mathbf R}=\frac1{(4\pi\beta)^{3/2}}\sum_{\mathbf R}e^{-R^2/4\beta}.$$

Since $4\pi/(4\pi\beta)^{3/2}=1/(2\sqrt\pi\,\beta^{3/2})$, the term $\mathbf R=0$ cancels the first term of $dD/d\beta$. What is left is

$$\frac{dD}{d\beta}=-\frac{4\pi}V+\sum_{\mathbf R\ne0}\frac{e^{-R^2/4\beta}}{2\sqrt\pi\,\beta^{3/2}}.$$

To integrate this, differentiate the complementary error function, for which $\operatorname{erfc}'(x)=-(2/\sqrt\pi)e^{-x^2}$. With $x=R/(2\sqrt\beta)$ and $dx/d\beta=-R/(4\beta^{3/2})$,

$$\frac{d}{d\beta}\,\frac{\operatorname{erfc}(R/2\sqrt\beta)}R=\frac{e^{-R^2/4\beta}}{2\sqrt\pi\,\beta^{3/2}}.$$

Hence

$$D(\beta)=\xi-\frac{4\pi\beta}V+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt\beta)}R ,$$

where the integration constant is $\xi=D(0^+)$.

A scaling argument fixes how $\xi$ depends on the mesh. Enlarge the supercell by a factor $s$ in each direction. All $\mathbf q$ shrink by $1/s$ and $V$ grows by $s^3$. If $\beta$ is replaced by $s^2\beta$, both terms in the definition of $D$ are divided by $s$. In the limit $\beta\to0$ this gives $\xi\to\xi/s$, so

$$\xi=\frac cL ,$$

where $c$ depends on the shape of the lattice but not on its size. Solving the formula for $\xi$ at any convenient $\beta$ gives $c$ from two rapidly convergent sums, which is Ewald summation. For a face-centred cubic supercell the program finds $c=2.888$, and it tests that two values of $\beta$ give the same result.

### A general integrand

Take first an integrand defined on all of $\mathbf q$ space, as in the model below, where the integral and the mesh sums both run over all $\mathbf q$. Split it into the Gaussian form and a remainder:

$$g(\mathbf q)=\frac1{\epsilon_\infty}\,\frac{4\pi e^{-\beta q^2}}{q^2}+r(\mathbf q).$$

Expanding the Gaussian to first order in $q^2$ gives $r(0)=g_0+4\pi\beta/\epsilon_\infty$. If $r$ is smooth, with a Fourier transform that decays exponentially, Poisson summation shows that its full mesh sum differs from its integral by exponentially small terms. Omitting the point $\mathbf q=0$ then costs $r(0)/V$. At fixed $\beta$ the erfc terms are also negligible for large $L$. The error, meaning the integral minus the incomplete sum, is

$$\mathcal E=\frac1{\epsilon_\infty}\left(\frac cL-\frac{4\pi\beta}V\right)+\frac1V\left(g_0+\frac{4\pi\beta}{\epsilon_\infty}\right)=\frac c{\epsilon_\infty L}+\frac{g_0}V .$$

The arbitrary $\beta$ has cancelled, as it must. For an integrand defined on the Brillouin zone, the Gaussian form is replaced by its periodic sum over $\mathbf K$. Let $S=\sum_{\mathbf K\ne0}4\pi e^{-\beta K^2}/K^2$. Omitting $\mathbf q=0$ then adds $S/(\epsilon_\infty V)$ to the error of the Gaussian part and subtracts $S/\epsilon_\infty$ from $r(0)$, so the two changes cancel and $\mathcal E$ is the same. The first term falls as $N_k^{-1/3}$ and the second as $N_k^{-1}$.

In a real crystal $r$ may depend on the direction of $\mathbf q$ even as $q\to0$. A function homogeneous of degree $s$ near the origin produces, by dimension, a mesh error of order $h^{3+s}$. For $s=-2$ this is the leading term, and for $s=0$ it is of order $h^3\propto1/N_k$. A term with $s=-1$ would give $h^2$, but such terms are odd and cancel on a mesh that contains $-\mathbf q$ with every $\mathbf q$. The leading term is thus unchanged. The numerical model below is isotropic and does not test this last extension.

### Where the coefficient comes from

The mesh belonging to a face-centred cubic supercell is body-centred cubic, and its cell is a truncated octahedron. Integrating $1/q^2$ over this true central cell gives a share of 2.471 in $c$. This is slightly less than $c_s=2.481$, because at fixed volume a sphere keeps all points as close to the origin as possible.

The sampling error of the other cells gives 0.417. It is computed cell by cell out to 7.9 cubic edges of the mesh, and the second-order estimate above is used for the cells beyond. The two shares add up to 2.888, in agreement with the Ewald value. The equal-volume sphere therefore supplies 86 % of the leading error. Adding its contribution to an incomplete sum leaves

$$\frac{c-c_s}{\epsilon_\infty L}+\frac{g_0}V ,$$

which is smaller but still falls as $N_k^{-1/3}$ in the end. To remove that power, one must add $c/(\epsilon_\infty L)$.

### A model insulator

The example uses round parameters and represents no particular material. The lattice is face-centred cubic with $a=11$ bohr, so $\Omega=a^3/4=332.75$ bohr³, and $\epsilon_\infty=10$. Two isotropic bands have edges separated by $E_g=0.05$ Ha and masses $m_c=0.2$ and $m_v=0.5$. With $k_c=q^2/2m_c$ and $k_v=q^2/2m_v$, the screening has a single pole:

$$W_c=v\,\frac{A\nu^2}{\omega^2-\nu^2},\qquad A=\frac{0.9}{1+q^2/q_s^2},\qquad \nu=\nu_0+\frac{q^2}2 ,$$

where $q_s=1$ bohr⁻¹ and $\nu_0=0.6$ Ha. The intraband weight is $F=e^{-b^2q^2}$ and the interband weight is $T=\tfrac12b^2q^2F$, with $b=1.5$ bohr. Comparison with the spectral form gives a weight $B=A\nu/2$ at the pole, and so

$$S_{\rm occ}(d)=-1+\frac{A\nu}{2(d+\nu)},\qquad S_{\rm emp}(d)=\frac{A\nu}{2(d-\nu)},$$

$$g=v\left\{F\,[S_{\rm emp}(-k_c)-S_{\rm occ}(k_v)]+T\,[S_{\rm occ}(E_g+k_v)-S_{\rm emp}(-E_g-k_c)]\right\}.$$

Collecting the terms of order $q^2$ in the braces gives

$$\frac{g_0}{4\pi}=\frac{0.9}{q_s^2}+\frac{0.9}{4\nu_0}\left(\frac1{m_c}+\frac1{m_v}\right)-\frac{b^2}{\epsilon_\infty}+\frac{b^2}2\left(\frac{0.9\,\nu_0}{\nu_0+E_g}-1\right).$$

The four terms are $0.900+2.625-0.225-0.190=3.110$, so $g_0=39.1$ Ha bohr³. The numerical limit of the integrand gives the same value.

For a sphere of radius 0.02 bohr⁻¹, the direct integral is 0.0012785 Ha and $2q_0/(\pi\epsilon_\infty)$ is 0.0012732 Ha. The integral exceeds this leading term by 0.41 % of the leading term. The correction $g_0q_0^3/(6\pi^2)$ predicts a relative deviation of $g_0\epsilon_\infty q_0^2/(12\pi)=0.41\,\%$. Halving the radius reduces it to 0.10 %.

### The error on an 8 × 8 × 8 mesh

Here $N_k=512$, $V=512\times332.75=1.704\times10^5$ bohr³ and $L=55.44$ bohr. The predicted error is

$$\frac{2.888}{10\times55.44}+\frac{39.1}{1.704\times10^5}=0.00521+0.00023=0.00544\ \text{Ha}.$$

The program sums the mesh directly and finds 5.44 mHa, or 0.148 eV. This is 6.6 % of the model's converged self-energy gap of 82.3 mHa.

The equal-volume sphere has $q_0=0.0703$ bohr⁻¹ and contributes 4.48 mHa, or 0.122 eV. After it is added, 0.96 mHa is still missing. With the full lattice term the remainder is 0.23 mHa, which is the $g_0/V$ term.

### How the error falls

The errors below are in mHa, relative to the converged integral.

| $n$ for an $n^3$ mesh | head omitted | sphere added | lattice term added |
|---:|---:|---:|---:|
| 4 | 12.25 | 3.30 | 1.83 |
| 8 | 5.44 | 0.96 | 0.23 |
| 16 | 2.63 | 0.40 | 0.029 |
| 32 | 1.31 | 0.19 | 0.004 |

Between the last two meshes the exponents of $N_k$ are $-0.337$, $-0.360$ and $-1.000$. The second has not yet reached $-1/3$ because the $g_0/V$ term makes up 7 % of that remainder at $n=16$ and 2 % at $n=32$.

The formula also shows the cost of a target accuracy. For an error of 0.1 mHa with the head omitted, the leading term requires $L=2.888/(10\times10^{-4})\approx2890$ bohr. Since $L/n=\Omega^{1/3}=6.93$ bohr, this means $n\approx417$. With the lattice term added, $g_0/V=10^{-4}$ Ha requires $V\approx3.9\times10^5$ bohr³, which $n=11$ satisfies.

### Where the mesh formula stops

The coefficient $c=2.888$ belongs to a face-centred cubic supercell, that is, to equal divisions of a face-centred cubic cell. Another lattice, or unequal divisions, needs its own Ewald sum. In a crystal of lower symmetry $\epsilon_\infty$ becomes a tensor $\boldsymbol\epsilon$, and the sphere term contains the average of $1/(\hat{\mathbf q}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf q})$ over directions.

The power itself depends on dimension. In an ideal two-dimensional sheet $v=2\pi/q$, and the screening at small $q$ has the form $1+2\pi\alpha q$ with a polarizability $\alpha$, so it tends to 1. A disc of radius $q_0\ll1/(2\pi\alpha)$ then contributes

$$\int_{|\mathbf q|<q_0}\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}q=q_0 .$$

The area per mesh point is proportional to $1/N_k$, and the omitted contribution therefore falls as $N_k^{-1/2}$. On coarser meshes the screening varies within the central cell and this simple power does not apply.

The numerical check for the three-dimensional formulas compares the mesh sums with the converged integral and asserts agreement with $c/(\epsilon_\infty L)+g_0/V$ to one part in a thousand on all four meshes.

## Table of computed values

```
eps_inf = 10.0; fcc a = 11.0 bohr; cell volume = 332.75 bohr^3
model: gap 0.05 Ha, masses c 0.2, v 0.5 m_e, pole 0.6 Ha
model: screening wavevector 1.0 1/bohr, overlap length 1.5 bohr
two-oscillator test: strengths 6.0, 3.0; energies 0.15, 0.4 Ha
head of Sigma/v, occupied state: -0.5500
head of Sigma/v, empty state:    -0.4500
empty minus occupied:            0.1000
paired +-d deviation, ratio on doubling d: 4.016
sphere: q0 (1/bohr), integral (Ha), 2q0/(pi eps) (Ha), rel. dev.
  0.020  0.0012785  0.0012732  0.00414
  0.010  0.0006373  0.0006366  0.00104
c, full fcc lattice constant:      2.88828
c_s, equal-volume sphere:          2.48140
sphere share c_s/c:                0.8591
c from true central cell:          2.4710
c from sampling of other cells:    0.4168
sum of these two:                  2.8878
converged gap integral of model:   0.082271 Ha
g0, constant term of integrand:    39.076 Ha bohr^3
mesh n, Nk, q0 (1/bohr), then in mHa: error, sphere term,
  left after sphere term, left after full lattice term
   4     64 0.14062 12.2548 8.9522 3.3025 1.8346
   8    512 0.07031 5.4394 4.4761 0.9633 0.2294
  16   4096 0.03516 2.6337 2.2381 0.3956 0.0287
  32  32768 0.01758 1.3061 1.1190 0.1871 0.0036
n=8 error in eV: 0.1480; sphere term in eV: 0.1218
exponents of Nk between n=16 and n=32:
  head omitted:            -0.3373
  sphere term added:       -0.3602
  full lattice term added: -1.0000
```
